# Ethylene on Si(001): how buckled dimers bypass the forbidden symmetric path

If the orbital rule for two-plus-two cycloaddition is applied directly to Si(001), it predicts the wrong surface chemistry. Ethylene has a C=C double bond, and each surface dimer has a Si–Si sigma bond and a weak pi bond. Joining them face to face should carry a large barrier, so a clean wafer should be nearly inert to ethylene at room temperature. In fact ethylene chemisorbs there readily and forms two Si–C sigma bonds to a dimer.

The rule is correct, but it concerns one path, on which a mirror plane bisects both double bonds throughout. On a flat dimer, merely making the two C–Si contacts unequal does not remove the orbital crossing behind the rule, although it lets the electrons gain energy on the way to it; bringing both carbons to one silicon atom first can avoid the crossing. Dimer buckling makes one off-centre position, above the lower silicon atom, particularly favourable. Whether the molecule then sticks depends on two further energies, which symmetry does not supply.

## What the mirror plane forbids

Take one frontier orbital on each of four atoms: carbons $C_1$ and $C_2$, the lower silicon $d$ and the upper silicon $u$. They hold four electrons. The hopping matrix elements are $-b$ between the carbons, $-t$ between the silicons and $-g$ for each C–Si contact. The dimer site energies are $+D$ on $d$ and $-D$ on $u$, and the carbon level lies at their midpoint. The energy $W$ of the four electrons omits the repulsion between filled shells, which is considered separately below.

Start with a flat dimer, $D=0$, and two equal contacts, $C_1$–$d$ and $C_2$–$u$. The mirror sorts the orbitals into symmetric (S) and antisymmetric (A) combinations:

$$
H_S=\begin{pmatrix}-b&-g\\-g&-t\end{pmatrix},\qquad
H_A=\begin{pmatrix}b&-g\\-g&t\end{pmatrix}.
$$

With $m=(b+t)/2$ and $R=\sqrt{(b-t)^2/4+g^2}$, the energies are $-m\pm R$ for S and $m\pm R$ for A. At large separation the two filled orbitals are the pi orbitals of ethylene and of the dimer, both S. They remain the lowest two while $-m+R<m-R$, that is, while $R<m$. Squaring gives

$$
g^2<\frac{(b+t)^2-(b-t)^2}{4}=bt .
$$

In this range, with two electrons per orbital,

$$
W=2\left[(-m-R)+(-m+R)\right]=-4m=-2(b+t).
$$

The contact $g$ has cancelled. One filled orbital falls by as much as the other rises, so the frontier electrons gain nothing while filled-shell repulsion grows. At $g^2=bt$ the highest filled S orbital meets the lowest empty A orbital. Beyond that point one S and one A orbital are filled, $W=-4R$, and bonding begins. The barrier comes from having to reach the crossing without electronic help.

Breaking the mirror is not always enough to remove the crossing. If the two contacts to the flat dimer have unequal strengths $g_1$ and $g_2$, then $\det H=(bt-g_1g_2)^2$, and the middle levels still meet at $g_1g_2=bt$. The crossing is now reached with some electronic help: for $g_1g_2\le bt$, $W=-2\sqrt{(b+t)^2+(g_1-g_2)^2}$, a gain of 0.55 eV at $g_1=2.0$ eV and $g_2=0.6$ eV for the values $b=3.0$ eV and $t=0.4$ eV used below. Removing the crossing itself needs a further change, such as a contact from both carbons to the same silicon atom or a difference between the two silicon atoms.

The same change of parity appears in a molecular calculation. Hartree–Fock theory in the 6-31G* basis was applied to Si$_2$H$_4$, a small stand-in for a dimer, and to ethylene. Together the separate molecules have 10 mirror-odd occupied orbitals; the closed four-membered ring has 11. One electron pair must change parity, which a single closed-shell configuration cannot do continuously while the mirror is kept.

Electron correlation softens this prohibition, because configurations that differ by a pair can mix. For $b=3.0$ eV and $t=0.4$ eV the crossing lies at $g=\sqrt{1.2}=1.095$ eV. An on-site repulsion of 1 eV, treated by exact diagonalization of the four-orbital model, turns the zero gain at that contact into 0.26 eV.

## What buckling changes

Now let $D\neq0$ but keep the two equal contacts. In terms of Pauli matrices, the carbon block is $-b\sigma_x$, the silicon block is $-t\sigma_x+D\sigma_z$, and the blocks joining them are $-g$ times the identity. Since the identity commutes with everything,

$$
\det H=\det\left[(-b\sigma_x)(-t\sigma_x+D\sigma_z)-g^2\right].
$$

Using $\sigma_x^2=1$ and $\sigma_x\sigma_z=-i\sigma_y$, the bracket becomes $(bt-g^2)+ibD\sigma_y$. The eigenvalues of $\sigma_y$ are $\pm1$, so

$$
\det H=(bt-g^2)^2+b^2D^2 .
$$

This is positive for every $g$, so no level reaches zero energy. The levels also come in pairs $\pm E_1,\pm E_2$. To see this, exchange the two ends of the complex, which reverses $D$, and then change the sign of every second orbital around the ring, which reverses all hoppings. Together these operations turn $H$ into $-H$. The middle levels therefore cannot meet.

The total energy follows from two invariants. The determinant is $E_1^2E_2^2$, and half the trace of $H^2$ gives $E_1^2+E_2^2=b^2+t^2+D^2+2g^2$. Hence

$$
W=-2(E_1+E_2)=-2\sqrt{b^2+t^2+D^2+2g^2+2\sqrt{(bt-g^2)^2+b^2D^2}} .
$$

For weak contact, write $s=\sqrt{t^2+D^2}$. The inner root is $bs-g^2t/s$ to first order in $g^2$, so the outer root contains $(b+s)^2+2g^2(1-t/s)$. Expanding it gives an electronic gain of

$$
\Delta_{\rm equal}=\frac{2g^2}{b+s}\left(1-\frac ts\right).
$$

At weak contact, buckling thus helps even a centred molecule, but moving the molecule helps more.

## Why the lower atom is the better entrance

Place ethylene above the lower atom, with both carbons coupled to it by $-g$. The filled pi orbital $(C_1+C_2)/\sqrt2$ couples to that atom by $-\sqrt2\,g$. The empty pi* orbital has contributions of opposite sign, which cancel.

The clean dimer has levels $\pm s$. In its empty level the difference between the weights on $d$ and $u$ is $D/s$, and their sum is one, so the weight on $d$ is $(1+D/s)/2$. Second-order perturbation theory for the two pi electrons gives

$$
\Delta_d=2\,\frac{2g^2\,(1+D/s)/2}{b+s}
=\frac{2g^2(1+D/s)}{b+s}.
$$

The denominator is the distance from the filled level at $-b$ to the empty one at $+s$. Mixing between the two filled levels does not change their summed energy at this order. Above the upper atom, $D$ changes sign. Above one atom of a flat dimer the gain is $2g^2/(b+t)$.

With $D=0.7$ eV, $s=0.806$ eV and $D/s=0.868$. The coefficients of $g^2$ are:

- lower atom: $2(1.868)/3.806=0.98\ \mathrm{eV}^{-1}$;
- one atom of a flat dimer: $2/3.4=0.59\ \mathrm{eV}^{-1}$;
- equal contacts, buckled: $2(0.504)/3.806=0.26\ \mathrm{eV}^{-1}$;
- upper atom: $2(0.132)/3.806=0.07\ \mathrm{eV}^{-1}$.

Asymmetry alone therefore provides a substantial gain, and buckling enlarges it at the lower atom. At $g=1.095$ eV, where the flat symmetric path has gained nothing, the full four-orbital energy above the lower atom has fallen by 1.05 eV. The second-order estimate, $0.98\times1.2=1.18$ eV, is about 12% larger than that. With the 1 eV on-site repulsion and unchanged $D$, the gain is 1.01 eV, against 0.26 eV on the symmetric path.

To form the product, one carbon must transfer its contact to the upper atom. This was followed numerically by changing the three contacts $(C_1d,C_2d,C_2u)$ linearly from $(1.095,1.095,0)$ to $(3,0,3)$ eV, with $D$ held at 0.7 eV. Including the approach to the lower atom, the smallest gap between filled and empty orbitals is 1.61 eV. This equals $2s$, the gap of the clean dimer. If $D$ instead falls linearly to zero during the transfer, as it would if the dimer flattened, the smallest gap is 1.37 eV. With $D$ held fixed, the electronic energy does not rise above its starting value during the transfer, but this depends on how strong the final contacts are: if they reach only 1.5 eV, it rises by 0.25 eV on the way. With $D$ falling to zero it rises by 0.09 eV for final contacts of 3 eV and by 1.08 eV for 1.5 eV, and in the latter case the smallest gap shrinks to 0.46 eV. These results exclude an orbital crossing on this path, but they do not give its barrier, because repulsion and the cost of distorting the molecules are absent.

## What the molecular energies do and do not show

Repulsion was included by second-order Møller–Plesset theory (MP2) in the 6-31G* basis, with frozen cores and counterpoise correction. The Si$_2$H$_4$ hydrogens pointed along surface-like back bonds. The dimer was 0.230 nm long and either flat or tilted by 18 degrees. Ethylene was rigid, with two equal shortest Si–C distances of 0.26 nm at each site. The interaction energies, relative to the separated rigid fragments, are:

- above the lower atom: $+0.70$ eV;
- symmetric above the flat dimer: $+0.91$ eV;
- above the upper atom: $+1.04$ eV.

In this basis the lower atom is less repulsive than the upper one. This agrees with the orbital argument but does not prove that it is the cause, because filled-shell repulsion also differs between the sites. Nor is the lower position a pure one-atom contact: one carbon lies only 0.27 nm from the upper silicon atom, whereas above the upper atom both carbons are at least 0.40 nm from the lower one. The flat dimer is a weaker comparison, because closed-shell theory describes it poorly: letting its two frontier electrons localize on different atoms, in unrestricted Hartree–Fock theory, lowers its energy by 1.5 eV. The buckled sites are not free of this problem. The same freedom lowers the buckled dimer by 0.4 eV and the complex above the upper atom by 0.8 eV, while no lowering was found for the complex above the lower atom. At the Hartree–Fock level the preference for the lower atom therefore shrinks from 1.0 eV to 0.2 eV. The order of the two sites is kept, but the size of the preference depends on the reference.

The values are not converged with respect to the basis. In the larger def2-TZVP basis the energy above the lower atom is $+0.36$ eV instead of $+0.70$ eV, and above the upper atom it is $+0.81$ eV instead of $+1.04$ eV; the order of these two sites is kept, and the flat site was not recalculated. In 6-31G* the interaction above the lower atom is still $+0.26$ eV at 0.32 nm and $+0.03$ eV at 0.40 nm, but a basis error of this size leaves the sign at those distances open. **This calculation does not demonstrate a bound pi complex.** Nor does it rule one out. It favours the lower atom over the upper one in a small, unrelaxed cluster and a modest basis. Relaxation of the dimer and of ethylene and the influence of neighbouring dimers are missing, and their separate effects were not determined.

The bonded product is much lower in energy in this calculation. A hand-built, unrelaxed ring lies 2.85 eV below the buckled cluster and free ethylene at the MP2 level in the 6-31G* basis, without counterpoise correction or a test of basis convergence. This is a cluster reaction energy, not a surface adsorption energy.

## From a precursor to a sticking probability

Suppose that the relaxed surface does hold a weakly bound complex and that every arriving molecule is trapped in it. It desorbs at rate $k_d=\nu_de^{-E_d/kT}$ or converts at rate $k_c=\nu_ce^{-E_c/kT}$, with both barriers measured from the complex. The fraction that converts is

$$
S=\frac{k_c}{k_c+k_d}
=\frac{1}{1+(\nu_d/\nu_c)e^{-(E_d-E_c)/kT}} .
$$

Take assumed round values $E_d=0.30$ eV, $E_c=0.10$ eV, $\nu_d=10^{14}\ \mathrm{s}^{-1}$ and $\nu_c=10^{12}\ \mathrm{s}^{-1}$. At 300 K, $kT=0.0259$ eV and the second term in the denominator is 0.044, so $S=0.96$. At 600 K it is 2.1, and $S=0.32$. Heating hinders sticking because desorption has the higher barrier. If instead $E_c>E_d$, heating helps.

For $S=0.9$ the second term must equal $1/9$. Therefore

$$
E_c=E_d-kT\ln\left(9\,\frac{\nu_d}{\nu_c}\right)
=0.30-0.0259\ln900=0.124\ \mathrm{eV}
$$

at 300 K. For these prefactors and this well, ready sticking requires a conversion barrier no higher than that.

## Reading the model beside a real wafer

The tilt and dimer length are roughly those of clean Si(001); the hoppings and kinetic parameters are round choices. The model dimer is more polarized than the cluster. It puts 93% of the empty orbital on the lower atom, whereas Hartree–Fock theory with Mulliken populations puts 81% on the lower SiH$_2$ unit. Matching 81% means $D/s=0.62$. At unchanged $s$, this lowers the lower-atom coefficient from 0.98 to about 0.85 eV$^{-1}$.

Real dimers also flip. A rough 0.1 eV barrier and an attempt rate of $10^{13}\ \mathrm{s}^{-1}$ give a flip time of 4.8 ps at 300 K. Ethylene at the thermal speed $\sqrt{kT/M}$, where $M$ is its mass, crosses 0.1 nm in 0.34 ps, so it usually meets a dimer with a definite tilt. The assumed complex lives for about $1/(k_c+k_d)\approx46$ ps, however, so the dimer could flip beneath it unless adsorption pins the tilt.

## What to do about it

In calculations, start ethylene above the lower atom, impose no mirror symmetry, and relax both the molecule and several surface layers. Then locate the complex and the transition state to the product. A barrier found with the mirror imposed belongs to the constrained path and should not be used to predict uptake.

In experiments, measure the initial sticking probability against surface temperature at low coverage. If trapping is complete and the product neither desorbs nor decomposes, then

$$
\ln\left(\frac1S-1\right)=\ln\frac{\nu_d}{\nu_c}-\frac{E_d-E_c}{kT}.
$$

A plot against $1/T$ gives the difference $E_d-E_c$, not either barrier separately. If that difference is positive, a cooler surface improves initial uptake. If it is negative, moderate heating helps. The sign alone does not tell which step is faster, because the prefactors also count.
